# Why heating weakens the electron wind, and how to separate direct valence

**Q:** I measure the electromigration force on an ion in a metal and express it as an effective valence $Z^*$. On heating, its magnitude falls, although the ion has not changed. What has?

**A:** First the convention. For a weak electric field $E$ the force is $F=Z^*eE$. The electron charge is $-e$, so a positive $Z^*$ means a force along the field. I divide the valence according to its dependence on the electron relaxation time $\tau$:

$$Z^*=Z_d+Z_w .$$

The wind valence $Z_w$ is the part proportional to $\tau$. It comes from current-carrying electrons that scatter off the ion. The direct valence $Z_d$ is the part independent of $\tau$, and I assume that it does not vary with temperature. Heating adds phonon scattering and shortens $\tau$, so the suspect is $Z_w$.

I shall show this for one spherical electron-like Fermi surface, independent electrons, and a dilute defect with a fixed spherical potential $V(r)$ that scatters elastically. I use Hartree atomic units, $\hbar=m=e=1$, so the velocity equals the wave vector $\mathbf k$.

**Q:** How hard does one electron push the ion?

**A:** If the ion sits at $\mathbf R$, the interaction is $V(|\mathbf r-\mathbf R|)$. The force on the ion is $-\nabla_{\mathbf R}V=+\nabla_{\mathbf r}V$, averaged over the scattering state. In a volume $\Omega$ that state is

$$\psi_{\mathbf k}=\frac1{\sqrt\Omega}\sum_l(2l+1)i^le^{i\delta_l}\frac{u_l(r)}rP_l(\cos\theta),\qquad u_l\to\frac{\sin(kr-l\pi/2+\delta_l)}k .$$

The force along $\mathbf k$ contains $V'\cos\theta$, which couples neighbouring $l$. The recurrence for $\cos\theta\,P_l$ gives

$$\int P_lP_{l+1}\cos\theta\,d\Omega_{\mathbf r}=\frac{4\pi(l+1)}{(2l+1)(2l+3)} .$$

The two conjugate cross terms supply $2\,\mathrm{Re}[ie^{i(\delta_{l+1}-\delta_l)}]=2\sin(\delta_l-\delta_{l+1})$. Hence

$$F_k=\frac{8\pi}\Omega\sum_l(l+1)\sin(\delta_l-\delta_{l+1})\int_0^\infty u_lu_{l+1}V'\,dr .$$

**Q:** That integral seems to need the whole wave inside the ion.

**A:** It can be reduced to its end values. Write $a=u_l$, $b=u_{l+1}$, $L=l+1$ and $q=2V-k^2$. The radial equations are

$$a''=\left[\frac{L(L-1)}{r^2}+q\right]a,\qquad b''=\left[\frac{L(L+1)}{r^2}+q\right]b .$$

Define $A=a'-La/r$ and $B=b'+Lb/r$. Differentiating and inserting the radial equations gives

$$A'=qa-\frac LrA,\qquad B'=qb+\frac LrB .$$

In $(AB)'$ the terms with $L/r$ cancel, leaving $q(aB+bA)$. The terms $\pm Lab/r$ inside the bracket cancel as well, so $(AB)'=q(ab)'$. Therefore

$$G=qab-AB\quad\text{obeys}\quad G'=q'ab=2V'ab .$$

For a potential regular at the origin, $G(0)=0$. Far away, let $\alpha$ and $\beta$ be the arguments of the two sines. Then $ab=\sin\alpha\sin\beta/k^2$, $A\to\cos\alpha$, $B\to\cos\beta$ and $q\to-k^2$, so

$$G(\infty)=-\cos(\alpha-\beta)=-\cos\left(\frac\pi2+\delta_l-\delta_{l+1}\right)=\sin(\delta_l-\delta_{l+1}) .$$

The integral is half of this, and

$$F_k=\frac{4\pi}\Omega\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}) .$$

**Q:** Is this the momentum lost by the scattered beam?

**A:** Yes. Deflection through $\theta$ removes forward momentum $k(1-\cos\theta)$, so the relevant area is $\sigma_{tr}=\int(1-\cos\theta)|f|^2d\Omega$, with $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_lP_l$. Put $s_l=\sin\delta_l$. The first term gives $(4\pi/k^2)\sum(2l+1)s_l^2$. Splitting $2l+1$ into $(l+1)+l$ and relabelling the second sum turns this into $(4\pi/k^2)\sum(l+1)(s_l^2+s_{l+1}^2)$. The angular integral above gives the cosine term, so

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\left[s_l^2+s_{l+1}^2-2s_ls_{l+1}\cos(\delta_l-\delta_{l+1})\right].$$

Squaring $\sin(\delta_l-\delta_{l+1})=s_l\cos\delta_{l+1}-s_{l+1}\cos\delta_l$ shows that the bracket is $\sin^2(\delta_l-\delta_{l+1})$. Thus $F_k=k^2\sigma_{tr}/\Omega$: flux $k/\Omega$, times momentum $k$, times area.

**Q:** Where does the current enter?

**A:** In equilibrium the pushes from opposite directions cancel. A field exerts $-\mathbf E$ on each electron and shifts the occupation $f_0(\varepsilon)$ by $\delta f$. In the steady state

$$-\mathbf E\cdot\frac{\partial f_0}{\partial\mathbf k}=-\frac{\delta f}\tau\quad\Rightarrow\quad\delta f=-\tau\,\mathbf E\cdot\mathbf k\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

If the background scattering changes the electron energy by much less than $k_BT$, it can be treated as elastic. One $\tau$ then suffices even if the scattering depends on angle. Let $W(\gamma)$ be the rate per solid angle for deflection by $\gamma$. Averaged around the initial direction, the new cosine with the field is the old one times $\cos\gamma$. The shift therefore decays at the rate $1/\tau=\int W(1-\cos\gamma)\,d\Omega$, and rates from independent scatterers add.

Now sum the vector forces $k\mathbf k\,\sigma_{tr}/\Omega$ over both spins. The squared cosine with the field averages to $1/3$:

$$F_w=-\frac{\tau E}{3\pi^2}\int k^5\sigma_{tr}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)dk .$$

For a sharp Fermi edge, $dk=d\varepsilon/k$ leaves $k_F^4\sigma_{tr}$. With density $n=k_F^3/3\pi^2$ and mean free path $\ell=k_F\tau$,

$$Z_w=-n\ell\sigma_{tr}.$$

The same $\delta f$ gives the current density:

$$j=\frac{\tau E}{3\pi^2}\int k^4\left(-\frac{\partial f_0}{\partial\varepsilon}\right)dk=n\tau E .$$

So $\rho=1/(n\tau)$, and eliminating $\tau$ yields

$$Z_w=-\frac K\rho,\qquad K=k_F\sigma_{tr}=\frac{\hbar k_F\sigma_{tr}}{e^2}\ \text{in ordinary units}.$$

Here $\rho$ is the total resistivity, including its residual part. The relation was tested by solving the Boltzmann equation on the full sphere of directions, with mixtures of mainly backward and mainly forward background scattering.

**Q:** Why does the phonon part of the resistivity grow in proportion to temperature in a warm metal?

**A:** Take oscillators of quantum $\hbar\omega\ll E_F$, and let $x=\hbar\omega/k_BT$ and $n_B(x)=1/(e^x-1)$. Absorption takes an electron from $\mathbf k$ to $\mathbf k'$, and emission reverses it. If the Fermi sea drifts with velocity $\mathbf u$, its occupations are $f_0(\varepsilon-\mathbf k\cdot\mathbf u)$. The energy gap between the two occupations, in units of $k_BT$, becomes $y=x-s$, where $s=(\mathbf k'-\mathbf k)\cdot\mathbf u/k_BT$.

Let $f$ and $g$ be the occupations at the lower and upper ends of this gap. Since $g(1-f)=e^{-y}f(1-g)$ and $\int(f-g)\,d\varepsilon=y$ in these energy units, absorption minus emission is

$$N=n_B(x)\frac y{1-e^{-y}}-[n_B(x)+1]\frac y{e^y-1}=y\,[n_B(x)-n_B(y)] .$$

It vanishes without drift. To first order, using $n_B'=-n_B(n_B+1)$,

$$N=-s\,x\,n_B(n_B+1).$$

Absorption along the drift is reduced, so the electrons lose momentum. The integral was taken over energy in units of $k_BT$, so the actual rate is $N$ times $k_BT$, which cancels the $1/k_BT$ in $s$. The squared coupling to one quantum does not depend on temperature. At a given drift the momentum loss therefore varies as $x\,n_B(n_B+1)$. If the sea drifts rigidly, as assumed here, so does the resistivity: $\rho_{ph}\propto x\,n_B(n_B+1)$. This is a good approximation when $k_BT$ is well above $\hbar\omega$. Far below, the true shift varies with energy across the Fermi edge, and the formula overestimates the phonon part. For small $x$ this tends to $1/x\propto T$. Fixing the high-temperature slope as $a$,

$$\rho=\rho_0+aT\,x^2n_B(n_B+1)\simeq\rho_0+aT .$$

In the opposite limit the oscillators freeze out, $\rho\to\rho_0$, and $Z_w$ levels off at $-K/\rho_0$.

**Q:** Please put numbers to this.

**A:** Take a model metal with $r_s=3$ bohr, so $n=0.00884$ bohr$^{-3}$ and $k_F=0.640$ bohr$^{-1}$. The defect is a Gaussian well, $V(r)=-0.25\,e^{-(r/2)^2}$ hartree with $r$ in bohr. It is not self-consistently screened, so its strength illustrates the method and does not predict a real ion. Its phase shifts give $\sigma_{tr}=6.42$ bohr$^2$. Thus $K=0.640\times6.42=4.11$ atomic units, or $89.3\ \mu\Omega$ cm.

I choose $\rho_0=0.5\ \mu\Omega$ cm, $a=0.015\ \mu\Omega$ cm/K, an oscillator temperature $\hbar\omega/k_B=200$ K, and $Z_d=+1$. At 500 K, $\rho=7.90\ \mu\Omega$ cm and

$$Z_w=-\frac{89.3}{7.90}=-11.3,\qquad Z^*=-10.3 .$$

At 900 K, $\rho=13.9\ \mu\Omega$ cm, $Z_w=-6.4$ and $Z^*=-5.4$. The path falls from 199 to 113 bohr, a ratio of 0.567, and $Z_w$ falls by the same ratio to three digits.

**Q:** Heating also blurs the Fermi edge. Could that be the cause?

**A:** Hold $\tau$ fixed, independent of energy, and blur the edge at constant density. Because $-\partial f_0/\partial\varepsilon$ is even about the chemical potential, the first correction to a smooth average is of order $(k_BT/E_F)^2$. At 900 K it changes $K$ by $-0.01\%$ relative to the sharp-edge value, against a 43% fall in $|Z_w|$ between 500 and 900 K. In this model the shorter path is the cause.

**Q:** Then how do I extract the direct valence?

**A:** Plot $Z^*$ against $1/\rho$. Since

$$Z^*=Z_d-\frac K\rho,$$

the slope is $-K$ and the intercept at $1/\rho=0$ is $Z_d$. From the two end temperatures,

$$K=\frac{-5.405+10.305}{0.12657-0.07171}=89.3\ \mu\Omega\text{ cm},\qquad Z_d=-5.405+89.3\times0.07171=1.00 .$$

**Q:** My values of $Z^*$ scatter by about 0.5.

**A:** Then the intercept is poorly known. Let $X=1/\rho$, with mean $\bar X$ over $N$ points and $S=\sum(X_i-\bar X)^2$. The fitted intercept is the mean of $Z^*$ minus slope times $\bar X$. For independent errors of standard deviation $\Delta$, the mean has variance $\Delta^2/N$ and the slope $\Delta^2/S$. Their covariance is proportional to $\sum(X_i-\bar X)=0$, so

$$\Delta Z_d=\Delta\sqrt{\frac1N+\frac{\bar X^2}S} .$$

For the five temperatures from 500 to 900 K this is 1.1, larger than the assigned $Z_d$ itself. The data lie far from $X=0$ compared with their spread.

**Q:** If my errors were tiny and the line straight, could I trust the intercept?

**A:** Not from straightness alone. Suppose the defect's strength drifts, so that $K$ becomes $K(1+cT)$. Thermal expansion could do this, though I have not calculated it. With $T=(\rho-\rho_0)/a$,

$$\frac{1+cT}\rho=\frac ca+\left(1-\frac{c\rho_0}a\right)\frac1\rho .$$

The line stays straight, but its intercept is $Z_d-Kc/a$. For $c=10^{-4}$ per K the predicted shift is $-89.3\times10^{-4}/0.015=-0.60$. The fit with the full oscillator resistivity shifts by $-0.59$, to a false intercept of 0.41, while no point misses the line by more than $2\times10^{-4}$.

**Q:** What measurement would expose the drift?

**A:** Hold the temperature fixed and raise $\rho$ with added scatterers. Then $1+cT$ is a constant that enters the slope alone. At 700 K, raising $\rho$ from 10.9 to 18.9 $\mu\Omega$ cm takes $Z^*$ from $-7.75$ to $-4.05$. The fitted intercept is 1.00, and the slope gives $K(1+cT)=89.3\times1.07=95.6\ \mu\Omega$ cm. The additions must leave the ion's surroundings unchanged, or $K$ and $Z_d$ will vary along the series. In a real metal this is hard to meet over so wide a range. Scatterers of density $n_i$, each as strong as the model defect, give $1/\tau=n_ik_F\sigma_{tr}$ and add $\rho=(n_i/n)K$. An extra $8\ \mu\Omega$ cm then needs $n_i/n=0.09$, a mean spacing of about 11 bohr. In a monovalent fcc metal about two sites in three would have such an atom among their twelve neighbours. The series also needs small errors: with a scatter of 0.5 and five evenly spaced values of $\rho$, the formula above gives $\Delta Z_d=1.2$, twice the shift to be exposed.

**Q:** When would heating fail to reduce the valence?

**A:** For the wind part in the warm range, where $\rho\simeq\rho_0+aT$, differentiate $(1+cT)/(\rho_0+aT)$. The sign of the result is that of $c\rho_0-a$, so $|Z_w|$ falls if $c\rho_0<a$. With the values of $a$ and $c$ used above, violating this would take $\rho_0>150\ \mu\Omega$ cm. The mean free path would then be only about 10 bohr, roughly one electron wavelength, and the present derivation could not be relied on.

The total is a separate matter. With $Z_d>0$ and constant $K$, $Z^*$ passes through zero at $\rho=K/Z_d$, here $89.3\ \mu\Omega$ cm. With the chosen $\rho_0$ and $a$, heating alone would need about 5900 K to reach this value, so a solid metal with these numbers stays on the negative side. Beyond that point $|Z^*|$ grows towards $Z_d$ as $\rho$ rises. With $Z_d<0$ both parts have the same sign, and $|Z^*|$ falls towards $|Z_d|$.

Several Fermi-surface sheets, hole-like carriers or a strongly direction-dependent $\tau$ lie outside this derivation. There $K$ may depend on which scattering dominates, and a straight line in $1/\rho$ needs its own justification. The full temperature table and the fits are in the numerical output.

## Table of computed values

```
r_s = 3.0 bohr
well depth = 0.25 hartree, width = 2.0 bohr
electron density = 0.008842 bohr^-3
k_F = 0.6397 bohr^-1, E_F = 0.2046 hartree
phase shift l=0: 0.59060 rad
phase shift l=1: 0.17430 rad
phase shift l=2: 0.02524 rad
phase shift l=3: 0.00278 rad
radial force integral l=0: 0.202188, half sine: 0.202188 (a.u.)
radial force integral l=1: 0.074257, half sine: 0.074257 (a.u.)
radial force integral l=2: 0.011227, half sine: 0.011227 (a.u.)
force of one state x volume = 2.62852 a.u.
k_F^2 sigma_tr = 2.62852 a.u.
sigma_tr = 6.423 bohr^2
resistivity unit = 21.7398 micro-ohm cm
K = 4.1089 a.u. = 89.33 micro-ohm cm
residual resistivity = 0.50 micro-ohm cm
phonon slope a = 0.015 micro-ohm cm/K
oscillator temperature = 200 K
assigned direct valence = 1.00
T(K)  rho(micro-ohm cm)  1/rho(inverse)  path(bohr)  Z_wind  Z_total
500  7.901  0.12657  199.1  -11.305  -10.305
600  9.417  0.10619  167.0  -9.485  -8.485
700  10.929  0.09150  143.9  -8.173  -7.173
800  12.438  0.08040  126.5  -7.181  -6.181
900  13.945  0.07171  112.8  -6.405  -5.405
wind ratio 900 K / 500 K = 0.5665
path ratio 900 K / 500 K = 0.5666
K change by smearing at 500 K = -0.0042 %
K change by smearing at 900 K = -0.0135 %
heating fit: intercept = 1.0013
heating fit: K = 89.33 micro-ohm cm
sign change of Z_total at rho = 89.3 micro-ohm cm
assumed scatter of Z_total = 0.50
intercept error: formula 1.119, sampled 1.119
assumed drift of K: c = 1.0e-04 per K
drift: false intercept = 0.410
drift: intercept shift = -0.591, predicted -Kc/a = -0.596
drift: largest misfit of line = 0.00014
isothermal series at 700 K: rho from 10.929 to 18.929 micro-ohm cm
isothermal series: Z_total from -7.746 to -4.049
isothermal fit: intercept = 1.0000
isothermal fit: K(T) = 95.58 micro-ohm cm
```
